# The Fluorite Madelung Constant from Zinc Blende and Caesium Chloride, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: superposed sublattice potentials

### Definitions and conventions

A Madelung constant has a definite value once the charges, the reference length and the amount of crystal have been stated. Here the ions are point charges in units of the elementary charge $e$. The equations are in Hartree atomic units, so two charges $q_i$ and $q_j$ at distance $r$ have the energy $q_iq_j/r$. The reference length $d$ is the shortest distance between a cation and an anion. The Madelung constant $M$ is defined by

$$E=-\frac{M}{d}, \tag{1}$$

where $E$ is the electrostatic energy of one formula unit, counted from infinitely separated ions. A binding crystal has $E<0$ and therefore $M>0$.

For fluorite the charges are $+2$ on the cation and $-1$ on each of the two anions. For zinc blende, caesium chloride and rock salt they are $+1$ and $-1$, and the formula unit is one ion pair. With these conventions the result to be derived is

$$M_{\rm F}=2M_{\rm Z}+M_{\rm C}, \tag{2}$$

where F, Z and C stand for fluorite, zinc blende and caesium chloride.

Let $a$ be the edge of the conventional fluorite cube, and let

$$\mathbf s=\frac a4(1,1,1),\qquad |\mathbf s|=\frac{\sqrt3}{4}\,a=d. \tag{3}$$

Take four face-centred cubic (fcc) lattices, equal in size and orientation, whose origins lie along the body diagonal:

$$A:\ 0,\qquad B:\ \mathbf s,\qquad D:\ 2\mathbf s,\qquad C:\ 3\mathbf s .$$

The vector $4\mathbf s=a(1,1,1)$ is the sum of the fcc translations $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$. It is therefore itself a lattice translation, and an offset of $3\mathbf s$ is equivalent to one of $-\mathbf s$.

The structures are obtained by placing charges on these lattices:

- Zinc blende has $+1$ on $A$ and $-1$ on $B$.
- Fluorite has $+2$ on $A$ and $-1$ on both $B$ and $C$.
- Caesium chloride has $+1$ on $A$ and $D$, and $-1$ on $B$ and $C$.

The last item needs a reason. The points of $A$ are $\frac a2(n_1,n_2,n_3)$ with integers of even sum. Adding $2\mathbf s=\frac a2(1,1,1)$ gives the points with odd sum. Together, $A$ and $D$ form a simple cubic lattice of edge $a/2$. Lattices $B$ and $C$ are this simple cubic lattice shifted by $\mathbf s$, which leads from a corner of a small cube to its centre. This is the caesium chloride structure, with nearest distance $\frac{\sqrt3}{2}\cdot\frac a2=d$. All three structures thus have the same $d$, and no length has to be rescaled when their energies are added.

### The potential of one fcc lattice

The potential of an infinite lattice of positive charges diverges. To obtain a finite quantity, add a uniform negative background that neutralizes the lattice. Let $\phi(\mathbf r)$ be the periodic potential of unit charges on lattice $A$ with this background, and let its average over a cell be zero. Poisson's equation then determines it: the difference between two periodic solutions has no source, so it is a constant, and the zero average makes that constant vanish.

Three values of this function are needed:

$$\phi_0=\lim_{r\to0}\left[\phi(\mathbf r)-\frac1r\right],\qquad \phi_1=\phi(\mathbf s),\qquad \phi_2=\phi(2\mathbf s). \tag{4}$$

In $\phi_0$ the potential of the ion at the origin has been removed, because an ion does not act on itself. The fcc lattice is unchanged by inversion, so $\phi(-\mathbf r)=\phi(\mathbf r)$. With the translation $4\mathbf s$ this gives

$$\phi(3\mathbf s)=\phi(3\mathbf s-4\mathbf s)=\phi(-\mathbf s)=\phi_1. \tag{5}$$

Poisson's equation is linear, so the potential of a crystal is the sum of its sublattice potentials, each multiplied by its charge. The background densities are multiplied by the same charges. They add to zero in a neutral crystal, so the backgrounds are an aid to the calculation and leave no charge in the result.

If $V_i$ is the potential at ion $i$ due to all other ions, the energy per formula unit is

$$E=\frac12\sum_i q_iV_i, \tag{6}$$

where the sum covers the ions of one formula unit. The factor $\frac12$ is needed because each pair appears twice, once at each of its ends.

### The two binary structures

In zinc blende the cation sees the rest of its own lattice and the negative lattice at offset $\mathbf s$. The anion sees the same arrangement with opposite signs:

$$V_+=\phi_0-\phi_1,\qquad V_-=\phi_1-\phi_0=-V_+ .$$

Equation (6) gives $E_{\rm Z}=\frac12(V_+-V_-)=V_+$, and by definition (1)

$$\phi_0-\phi_1=-\frac{M_{\rm Z}}d. \tag{7}$$

In caesium chloride, a cation on $A$ sees its own lattice, the positive lattice $D$ at offset $2\mathbf s$, and the negative lattices $B$ and $C$ at offsets $\mathbf s$ and $3\mathbf s$. By equation (5) the last two contribute equally:

$$V_+=\phi_0+\phi_2-2\phi_1 .$$

Interchanging the two kinds of site reverses all charges, so $V_-=-V_+$. One ion pair again has the energy $V_+$, and

$$\phi_0+\phi_2-2\phi_1=-\frac{M_{\rm C}}d. \tag{8}$$

### Assembly of fluorite

At a fluorite cation the charge on its own lattice is $+2$, and each anion lattice contributes $-\phi_1$. Therefore

$$V_{\rm cat}=2\phi_0-\phi_1-\phi_1=2(\phi_0-\phi_1)=-\frac{2M_{\rm Z}}d. \tag{9}$$

At an anion on $B$, the cation lattice contributes $2\phi_1$, the anion's own lattice $-\phi_0$, and the other anion lattice $-\phi_2$:

$$V_{\rm an}=2\phi_1-\phi_0-\phi_2=+\frac{M_{\rm C}}d. \tag{10}$$

The last step is equation (8) with its sign reversed. An anion on $C$ has the same potential by inversion.

Each site potential has a direct meaning. The two anion lattices act equally on a cation, so the cation sees zinc blende with doubled charges. An anion sees lattice $A$ with charge $+2$. Since $A$ and $D$ have offsets $-\mathbf s$ and $+\mathbf s$ from lattice $B$, that doubled lattice produces the same potential at the anion as $A$ and $D$ with charge $+1$ each. The anion potential is therefore that of caesium chloride.

There is one cation of charge $+2$ and there are two anions of charge $-1$, so

$$E_{\rm F}=\frac12\left[2V_{\rm cat}+2(-1)V_{\rm an}\right]=V_{\rm cat}-V_{\rm an}
=-\frac{2M_{\rm Z}+M_{\rm C}}d. \tag{11}$$

Comparison with equation (1) proves equation (2).

The coefficients 2 and 1 become clearer when the two anion lattices carry different charges. Put $p+w$ on $A$, $-p$ on $B$ and $-w$ on $C$. The self-lattice terms contribute half the sum of the squared charges, and each pair of different lattices contributes the product of its charges once:

$$E=\tfrac12\left[(p+w)^2+p^2+w^2\right]\phi_0-(p+w)p\,\phi_1-(p+w)w\,\phi_1+pw\,\phi_2 .$$

The first coefficient equals $p^2+w^2+pw$, and the two $\phi_1$ terms add to $-(p^2+w^2+2pw)\phi_1$. Collecting terms gives

$$E=(p^2+w^2)(\phi_0-\phi_1)+pw(\phi_0+\phi_2-2\phi_1),$$

$$M(p,w)=(p^2+w^2)M_{\rm Z}+pw\,M_{\rm C}. \tag{12}$$

For $w=0$ lattice $C$ is uncharged and zinc blende is recovered. For $p=w=1$ the formula gives fluorite. The zinc-blende terms describe the binding of each anion lattice with its own share of the cation charge. The caesium chloride term is the coupling between the two shares.

### Numerical values and the zero of potential

The binary constants can be found by summing $q_j/r_j$ over a finite cube centred on a cation and extending ten cube edges in each direction. Charges on its faces, edges and corners are given weights $\frac12$, $\frac14$ and $\frac18$, which makes the block neutral. Half the difference between the potentials at the central cation and a neighbouring anion gives the pair energy. This procedure yields

$$M_{\rm Z}=1.63806,\qquad M_{\rm C}=1.76267, \tag{13}$$

and hence

$$M_{\rm F}=2(1.63806)+1.76267=5.0388, \tag{14}$$

or 5.039 to three decimals. An Ewald sum for the fluorite crystal itself, which splits the Coulomb interaction into a short-range part summed over ions and a smooth part summed over waves, also gives 5.0388.

Some tabulations divide by the product of the charge magnitudes, here 2. The same crystal then has the constant 2.5194. If the reference length is $a$, the constant is multiplied by $a/d$ and becomes 11.637. These numbers describe one energy in different conventions.

The three lattice potentials, also obtained by an Ewald sum, are $\phi_0=-4.58486/a$, $\phi_1=-0.80194/a$ and $\phi_2=-1.08973/a$. Their separate values depend on the zero-average convention, but equations (7) and (8) contain differences in which a common constant cancels.

The cube sum uses a different zero of potential. To find the difference, let $u(\mathbf r)$ be the potential of one conventional cell of volume $a^3$ with fractional boundary charges, centred at the origin. The cell has no net charge and no dipole. Its cubic or tetrahedral symmetry also removes the traceless quadrupole, so $u$ falls off at least as fast as $r^{-4}$, and the sum over cells converges. The average of the summed potential is the integral of $u$ over all space divided by $a^3$. Since $\nabla^2r^2=6$, Green's theorem gives

$$6\int u\,d^3r=\int r^2\nabla^2u\,d^3r=-4\pi\sum_jq_jr_j^2 .$$

The surface terms vanish at large radius because they fall off at least as fast as $r^{-1}$. The average potential is therefore

$$\bar V=-\frac{2\pi}{3a^3}\sum_jq_jr_j^2. \tag{15}$$

For fluorite, the corner cations have total charge 2 at squared distance $\frac34a^2$ from the cell centre. The face cations have total charge 6 at $\frac14a^2$, and the eight anions have total charge $-8$ at $\frac3{16}a^2$. The second moment is $(1.5+1.5-1.5)a^2=1.5a^2$, so $\bar V=-\pi/a=-3.1416/a$. The finite cube gives a shift of $-3.1411/a$ at both kinds of site. The energy does not contain this shift, because in equation (6) it is multiplied by the total charge of the formula unit, which is zero.

### Counting pairs

The derivation uses pair additivity and the positions of the lattices. It can therefore be followed one distance at a time. Let $N(r)$ be the sum of $q_iq_j$ over pairs at distance $r$, per formula unit.

At $r=d$, fluorite has eight cation-anion pairs with product $-2$, so $N=-16$. Zinc blende has four pairs and $N=-4$. Caesium chloride has eight and $N=-8$. Indeed, $-16=2(-4)-8$.

At $r=a/2$, fluorite has six anion-anion pairs and $N=6$. Zinc blende has none. Caesium chloride has three cation pairs and three anion pairs, so $N=6$.

At $r=a/\sqrt2$, each ion has twelve neighbours on its own lattice. The six fluorite cation pairs contribute $6\times4$ and the twelve anion pairs contribute 12, so $N=36$. Zinc blende and caesium chloride each have $N=12$, and $36=2(12)+12$.

The relation between the structures thus holds within each of these shells, but a few shells do not give a usable energy. The three listed here give $E_{\rm F}d=-16+6(0.866)+36(0.612)=+11.2$, which even has the wrong sign. The long-range sum must be arranged in neutral groups without a dipole moment, or treated by an equivalent method. Neutrality alone is not enough, because groups with a dipole can leave charges on the surface of the block, and the field of these charges changes the result.

## Second derivation: Fourier components of the charge

### Quantities carried over

The cube edge is $a$, the vector $\mathbf s=\frac a4(1,1,1)$ has length $d$, and $4\mathbf s$ is an fcc translation. Lattices $A$, $B$, $D$ and $C$ have offsets $0$, $\mathbf s$, $2\mathbf s$ and $3\mathbf s$. Zinc blende (Z) has charges $+1$ on $A$ and $-1$ on $B$. Fluorite (F) has $+2$ on $A$ and $-1$ on $B$ and $C$. Caesium chloride (C) has $+1$ on $A$ and $D$ and $-1$ on $B$ and $C$. The energy per formula unit is $E=-M/d$, with the same $d$ in all three. The first derivation gave $M_{\rm F}=2M_{\rm Z}+M_{\rm C}$, with numerical values $M_{\rm Z}=1.63806$ and $M_{\rm C}=1.76267$. It also gave the fluorite site potentials $-2M_{\rm Z}/d$ at the cation and $+M_{\rm C}/d$ at the anion.

The second derivation obtains the energy relation without using potentials at sites.

Superposing sublattice potentials has given $M_{\rm F}=2M_{\rm Z}+M_{\rm C}=5.0388$, together with the potentials at both fluorite sites. It remains to derive the relation again from the Fourier components of the charge, to compare what the two derivations assume, and to see what the constant can and cannot say about hafnia.
